# Tanh Profile, Width and Energy of a Neutral Ferroelectric Ising Wall

Anyone who sets up a phase-field calculation of ferroelectric domains must choose a grid step, and must first decide whether a continuum description of the wall is allowed at all. Both decisions depend on one length, the half-width $\xi$ of the wall. If the step is not small against $\xi$, the grid changes the wall energy and pins the wall. If $\xi$ is not large against the spacing of the lattice planes, the crystal does the same, and no refinement of the grid removes the error. In quartic Ginzburg-Landau theory $\xi$ and the wall energy follow in closed form from three coefficients.

## The model and the meaning of "neutral"

Take a uniaxial ferroelectric with polarization $P$ along $\pm z$. The wall is a plane normal to $x$, and $P$ depends on $x$ alone. The free energy density, in SI units, is

$$f=-\frac a2P^2+\frac b4P^4+\frac g2P'^2,\qquad a,b,g>0, \tag{1}$$

where the prime means $d/dx$. This is a mean-field description below a second-order transition. The coefficients are those of a stress-free crystal.

The bound charge density is $-\nabla\cdot\mathbf P=-\partial P/\partial z=0$, so the wall is neutral. In a static state $\nabla\times\mathbf E=0$. Since the fields depend on $x$ alone, this gives $dE_z/dx=0$, so $E_z$ is uniform. Shorted electrodes on the $z$ faces make it zero. Equation (1) therefore needs no electrostatic term. A wall tilted by an angle $\theta$ towards $z$ would carry the charge $2P_s\sin\theta$ per area, with $P_s$ the domain polarization, and would need one.

An Ising wall has no transverse polarization. The energy is taken to have no terms linear in the transverse components; couplings between polarization and strain gradients, for example, can supply such terms and are left out. In a trigonal crystal such as lithium tantalate, ordinary electrostriction can also supply one. With $x$ normal to a mirror plane, symmetry allows an energy term $(\epsilon_{xx}-\epsilon_{yy})P_yP_z$, and the two strains differ inside a wall whose in-plane strain is clamped. This term is left out as well. Zero transverse polarization is then a stationary state. It is stable against small transverse components if their local stiffness is positive throughout the wall and their gradient coefficient is positive, because every second-order energy change is then positive. This is assumed here.

Far from the wall $P$ is uniform and $-aP+bP^3=0$, so that

$$P=\pm P_s,\qquad P_s^2=\frac ab. \tag{2}$$

A small field $E$ along $z$ changes $P$ by $E$ divided by the curvature of the local energy. At $P_s$ this curvature is $-a+3bP_s^2=2a$. With the susceptibility defined by $dP/dE=\varepsilon_0\chi$,

$$a=\frac1{2\varepsilon_0\chi},\qquad \chi=\varepsilon_r-1. \tag{3}$$

Two bulk properties, $P_s$ and $\varepsilon_r$, thus fix $a$ and $b$. The coefficient $g$ must come from elsewhere.

The wall energy is the excess over a single domain, whose energy density is $-a^2/4b=-bP_s^4/4$. Subtracting this and using $a=bP_s^2$ gives the local excess

$$\Delta f=\frac b4\left(P^4-2P_s^2P^2+P_s^4\right)=\frac b4\left(P_s^2-P^2\right)^2. \tag{4}$$

The energy per area is then

$$\sigma=\int_{-\infty}^{\infty}\left[\frac g2P'^2+\frac b4\left(P_s^2-P^2\right)^2\right]dx, \tag{5}$$

with $P\to-P_s$ on the left and $P\to+P_s$ on the right.

The two terms pull in opposite directions. A wall of width $w$ costs a gradient energy of order $gP_s^2/w$ and a local energy of order $aP_s^2w$. The sum is least for $w$ of order $\sqrt{g/a}$, where it is of order $\sqrt{ga}\,P_s^2$. The numerical factors require the profile.

## The least energy and its profile

Set $A=\sqrt g\,P'$ and $C=\sqrt{b/2}\,(P_s^2-P^2)$. The integrand of (5) is $\tfrac12A^2+\tfrac12C^2=\tfrac12(A-C)^2+AC$. Hence

$$\sigma=\frac12\int(A-C)^2dx+\sqrt{\frac{gb}2}\int\left(P_s^2-P^2\right)P'\,dx. \tag{6}$$

In the second integral $P'dx=dP$, so it depends on the end values alone:

$$\int_{-P_s}^{P_s}\left(P_s^2-P^2\right)dP=2P_s^3-\frac23P_s^3=\frac43P_s^3. \tag{7}$$

The first integral in (6) cannot be negative. Every profile with these end values therefore obeys

$$\sigma\ge\frac43\sqrt{\frac{gb}2}\,P_s^3, \tag{8}$$

and equality requires $A=C$ everywhere:

$$P'=\sqrt{\frac b{2g}}\left(P_s^2-P^2\right). \tag{9}$$

The constants $P=\pm P_s$ solve (9), and solutions of this first-order equation cannot cross. The wall therefore stays between them, and one may divide by $P_s^2-P^2$. Partial fractions give

$$\frac1{P_s^2-P^2}=\frac1{2P_s}\left[\frac1{P_s-P}+\frac1{P_s+P}\right],$$

and integration yields

$$\frac1{2P_s}\ln\frac{P_s+P}{P_s-P}=\sqrt{\frac b{2g}}\,(x-x_0), \tag{10}$$

where $x_0$ is the point at which $P=0$. Define $1/\xi=P_s\sqrt{b/2g}$ and $v=(x-x_0)/\xi$. Then $(P_s+P)/(P_s-P)=e^{2v}$, which gives $P=P_s(e^{2v}-1)/(e^{2v}+1)$, that is,

$$P=P_s\tanh\frac{x-x_0}\xi,\qquad \xi=\sqrt{\frac{2g}{bP_s^2}}=\sqrt{\frac{2g}a}. \tag{11}$$

For the energy, the definition of $\xi$ gives $g/\xi=P_s\sqrt{gb/2}$. Inserting this in (8), now an equality, and then using $g/\xi=\sqrt{ga/2}$,

$$\sigma=\frac43\frac{gP_s^2}\xi=\frac{2\sqrt2}3\sqrt{ga}\,P_s^2=\frac{2\sqrt2}3\frac{\sqrt g\,a^{3/2}}b. \tag{12}$$

The opposite wall, from $+P_s$ to $-P_s$, is the mirror image and has the same energy.

The slope at the centre is $P_s/\xi$, so the central tangent reaches $\pm P_s$ at $x_0\pm\xi$. The width is defined here as $2\xi$. At its edges $|P|=P_s\tanh1=0.76\,P_s$, so the wall is not finished there. Further out, $1-\tanh v\approx2e^{-2v}$, and at $3\xi$ the polarization is 0.5 % short of $P_s$. A calculation window must leave room for these tails.

The profile also satisfies the second-order field equation. Equation (9) reads $P'=(P_s^2-P^2)/(\xi P_s)$. Differentiating it and substituting it once more,

$$gP''=-\frac{2gPP'}{\xi P_s}=-\frac{2g}{\xi^2}P\left(1-\frac{P^2}{P_s^2}\right)=-aP+bP^3, \tag{13}$$

where $2g/\xi^2=a$ and $a/P_s^2=b$ were used. Since $A=C$, the gradient and local energies are equal at every point.

## A second case: the tricritical energy

The same argument works for any local excess $\Delta f(P)$ that vanishes at $\pm P_s$ and is positive between. With $C=\sqrt{2\Delta f}$,

$$\sigma=\int_{-P_s}^{P_s}\sqrt{2g\,\Delta f(P)}\,dP. \tag{14}$$

This shows how much (12) owes to the quartic form. Take the tricritical energy, with no $P^4$ term, and give it the same $P_s$ and the same $\chi$:

$$\Delta f_6=a_6\left(-\frac{P^2}2+\frac{P^6}{6P_s^4}+\frac{P_s^2}3\right). \tag{15}$$

Its curvature at $P_s$ is $-a_6+5a_6=4a_6$. Equating this to $2a$ gives $a_6=a/2$. With $p=P/P_s$ the bracket is $P_s^2(p^6-3p^2+2)/6$, and $p^6-3p^2+2=(1-p^2)^2(2+p^2)$. The quartic excess (4) is $\tfrac14aP_s^2(1-p^2)^2$, so

$$\frac{\Delta f_6}{\Delta f}=\frac{2+p^2}3. \tag{16}$$

The ratio runs from $2/3$ at the centre to 1 in the domains. By (14) the tricritical wall energy lies between $\sqrt{2/3}\,\sigma=0.82\,\sigma$ and $\sigma$. Quadrature gives a reduction of 14.5 %. At fixed $P_s$, $\chi$ and $g$, an energy with positive $P^4$ and $P^6$ terms has a $\Delta f$ that is a weighted mean of the two cases, so its wall energy lies between theirs.

## A wall in the regime of lithium tantalate

Lithium tantalate suits the model because it is uniaxial, so that its domains are antiparallel, and because its transition is close to second order. This does not establish the quartic form at 300 K, some 600 K below the transition. The $a$ found below, read as $(T_c-T)/\varepsilon_0C$, corresponds to a Curie constant $C\approx5\times10^4$ K, about a third of the measured value, so here $a$ and $b$ are a fit to room-temperature data. The following inputs are rough typical values at 300 K: $P_s=50$ µC/cm², which is 0.50 C/m², $\varepsilon_r=45$, and $g=3\times10^{-11}$ J m³/C². Equations (3) and (2) give

$$a=\frac1{2(8.854\times10^{-12})(44)}=1.28\times10^9\ \text{J m/C}^2,\qquad b=\frac a{0.50^2}=5.13\times10^9\ \text{J m}^5/\text{C}^4.$$

From (11) and (12),

$$\xi=\sqrt{\frac{6\times10^{-11}}{1.283\times10^9}}\ \text m=0.216\ \text{nm},\qquad \sigma=\frac{4(3\times10^{-11})(0.50)^2}{3(2.162\times10^{-10})}\ \text{J/m}^2=46\ \text{mJ/m}^2.$$

The width is $2\xi=0.43$ nm, and the energy is 0.29 eV/nm².

## Numerical relaxation

A direct test lets an arbitrary wall run downhill in energy:

$$\frac1\Gamma\frac{\partial P}{\partial t}=gP''+aP-bP^3,\qquad \Gamma>0. \tag{17}$$

The right side is minus the functional derivative of (5). With free ends, $P'=0$, the energy falls at the rate $\Gamma\int(gP''+aP-bP^3)^2dx$ until (13) holds. On a grid of step $h$ the energy is

$$\sigma_h=\sum_nh\,\Delta f(P_n)+\sum_n\frac g{2h}(P_{n+1}-P_n)^2. \tag{18}$$

The start is a lopsided ramp in a window 8 nm long. It rises linearly from $-20$ µC/cm² at $x=-1.5$ nm to $+35$ µC/cm² at $x=2.5$ nm and is flat outside. It contains neither $P_s$ nor the shape of the wall. After relaxation the end value is 50.0000 µC/cm². The largest deviation from (11), with $x_0$ read off from the zero of $P$, is $1.2\times10^{-4}P_s$ for $h=0.010$ nm and $3.0\times10^{-5}P_s$ for $h=0.005$ nm. Halving the step divides the deviation by four, as expected of a second-order grid error. The centre lies at $-0.0455$ nm, where the ramp crossed zero; the energy (12) does not depend on $x_0$.

The grid error of the energy can be predicted. For a smooth wall with flat ends, the sums in (18) differ from integrals by less than any power of $h$, so only the difference quotient contributes. Expanding about the midpoint of a cell, $(P_{n+1}-P_n)/h=P'+h^2P'''/24+\dots$, whose square is $P'^2+h^2P'P'''/12+\dots$. Integrating by parts, $\int P'P'''dx=-\int P''^2dx$. The profile itself also shifts by order $h^2$, but $\sigma$ is stationary at the tanh, so this matters first at order $h^4$. Hence

$$\sigma_h-\sigma\approx-\frac{gh^2}{24}\int P''^2dx. \tag{19}$$

With $t=\tanh v$, (13) gives $P''=-(2P_s/\xi^2)\,t(1-t^2)$, and $dx=\xi\,dt/(1-t^2)$. Therefore

$$\int P''^2dx=\frac{4P_s^2}{\xi^3}\int_{-1}^1t^2(1-t^2)\,dt=\frac{4P_s^2}{\xi^3}\left(\frac23-\frac25\right)=\frac{16P_s^2}{15\,\xi^3}.$$

Dividing (19) by $\sigma=4gP_s^2/3\xi$,

$$\frac{\sigma-\sigma_h}\sigma\approx\frac{h^2}{30\,\xi^2}. \tag{20}$$

For $h=0.010$ nm this is $7.1\times10^{-5}$, or 0.0033 mJ/m². The relaxed energies are 46.24638 and 46.24885 mJ/m² on the two grids. Removing the $h^2$ error by $(4\sigma_{h/2}-\sigma_h)/3$ gives 46.24967 mJ/m², which lies above the coarse result by the predicted amount. This limit agrees with (12) to better than one part in a million. So many digits test the mathematics; they say nothing about the crystal.

Equation (20) ties the grid step to the error in the wall energy; it does not measure pinning by the grid. At leading order, $h=\xi/5$ lowers the wall energy by 0.13 %. The rule holds for the scheme (18) and a flat wall of the quartic model.

The bound (8) can be tried on another shape. The profile $P_s\,\mathrm{erf}[(x-x_0)/w]$, at its best width $w$, has an energy 0.27 % above $\sigma$. The energy is therefore a poor witness to the exact shape.

## What the model leaves out

**Lattice planes.** Planes of cations along the wall normal are roughly $d=0.26$ nm apart, so $d/\xi=1.2$ and the continuum is at its limit. Reading (18) as a chain of real planes with $h=d$ gives 41.3 mJ/m² for a wall centred midway between planes and 45.5 mJ/m² for one centred on a plane. These lie 11 % and 2 % below (12). Their difference, 4.2 mJ/m² or 9 % of $\sigma$, estimates the barrier against moving the flat wall as a whole from one midway position to the next, with the profile free to adjust. The leading term (20) would give a reduction of 5 % and no barrier. In the midway state the first plane has $0.67\,P_s$, against $0.54\,P_s$ from the tanh, so in this state the discrete wall is the sharper one. With the wall centred on a plane, the nearest planes on either side have $0.84\,P_s$ in magnitude, close to the $0.83\,P_s$ of the tanh.

**Strain.** The stress-free strain is $QP^2$. In-plane strains must match across the wall, so they keep the domain value $QP_s^2$. With one effective modulus $Y$ the mismatch costs $\tfrac12YQ^2(P^2-P_s^2)^2$. This has the form of (4) and multiplies $b$, and at fixed $P_s$ also $a$, by $1+r$, where $r=2YQ^2/b$. The profile remains a tanh, $\sigma$ grows by $\sqrt{1+r}$, and $\xi$ shrinks by the same factor. Rough values $Q=0.02$ m⁴/C² and $Y=250$ GPa give $r=0.039$, which changes each by 2 %.

**Temperature.** Let $a\propto T_c-T$ with $b$ and $g$ fixed. Then (11) and (12) give $\xi\propto(T_c-T)^{-1/2}$ and $\sigma\propto(T_c-T)^{3/2}$. With a rough $T_c=900$ K, heating from 300 to 400 K lowers $\sigma$ by 24 % and widens the wall by 10 %. These figures overstate the effect in lithium tantalate. The same rule gives $|dP_s/dT|=P_s/2(T_c-T)=4.2\times10^{-4}$ C/m²K, about twice the measured pyroelectric coefficient of roughly $2\times10^{-4}$ C/m²K. With $b$ and $g$ fixed and the measured slope, $\sigma$ falls by 10 to 13 % and $\xi$ grows by 4 to 5 %. Within this mean-field theory, the wall spreads over more planes closer to $T_c$, and the continuum improves.

**Thermal wandering.** Let the wall be displaced by $u(y,z)$, with in-plane wave vector $\mathbf q$ at an angle $\theta$ to $z$. If $\sigma$ is taken to be the same for all orientations of the wall, the added area costs $\tfrac12\sigma q^2|u_q|^2$. The tilt towards $z$ creates a sheet charge of amplitude $2P_sq\cos\theta\,|u_q|$. In a medium of isotropic permittivity $\varepsilon=\varepsilon_0\varepsilon_r$ the potential of a sheet charge $s_q$ decays as $e^{-q|x|}$, and the jump of its slope gives $s_q/2\varepsilon q$ at the sheet. The energy is $|s_q|^2/4\varepsilon q$. The total is $\tfrac12K|u_q|^2$ with

$$K=\sigma q^2+Bq\cos^2\theta,\qquad B=\frac{2P_s^2}\varepsilon. \tag{21}$$

Classical equipartition gives each mode $k_BT/K$. Using $\int_0^{2\pi}d\theta/(\alpha+B\cos^2\theta)=2\pi/\sqrt{\alpha(\alpha+B)}$ with $\alpha=\sigma q$, and then $\sigma q=B\sinh^2s$,

$$\langle u^2\rangle=\frac{k_BT}{2\pi}\int_0^{1/\xi}\frac{dq}{\sqrt{\sigma q(\sigma q+B)}}=\frac{k_BT}{\pi\sigma}\,\mathrm{arcsinh}\sqrt{\frac\sigma{\xi B}}. \tag{22}$$

The cutoff $1/\xi$ is a choice: shorter waves no longer displace the wall as a whole. Near the cutoff the thin charge sheet is itself a rough approximation; spreading the charge over the tanh profile raises the rms displacement by about 7 %. The rms displacement is 0.11 nm, half of $\xi$. Averaging a rigid profile over such shifts adds variances. The variance of $P'$ for the tanh is $\pi^2\xi^2/12=0.82\,\xi^2$, and the wandering adds $0.25\,\xi^2$, so the rms width of the averaged wall is about 14 % larger. This holds for an unpinned wall. If the chain barrier found above is taken to be sinusoidal in the displacement with period $d$, its curvature at the minimum is $2\pi^2(4.2\ \text{mJ/m}^2)/d^2$. Adding this curvature to $K$ gives, with the cutoff $1/\xi$, an rms displacement of about 0.05 nm and a broadening of about 3 %. This harmonic estimate is too low: 0.05 nm is not small against $d/2\pi=0.04$ nm, so the wall also samples the softer parts of the potential. With the full sinusoidal potential the values are about 0.065 nm and 5 to 6 %, so pinning is not a small correction at this cutoff. These two figures depend strongly on the cutoff: halving it gives about 0.03 nm and 1 %, doubling it about 0.11 nm and 15 %, close to the 0.13 nm of an unpinned wall with that cutoff. They are estimates of scale only.

**The real crystal.** The gradient coefficient is the least certain input. Both $\xi$ and $\sigma$ vary as $\sqrt g$, so a factor of two in $g$ moves them by a factor of 1.4, more than any change of $\xi$ or $\sigma$ estimated above. The continuum assumption is strained, since $d/\xi=1.2$, and in the chain model it costs up to 11 % of $\sigma$. Real crystals also contain defects that can pin or tilt walls; their effect is not estimated here. For this material, 46 mJ/m² and 0.43 nm are therefore estimates of scale, though they solve the stated model exactly. The numerical output below gives the values behind most of these figures.

## Values computed for the example and the checks

```
INPUTS (rough, lithium tantalate regime)
spontaneous polarization Ps     50 uC/cm^2
relative permittivity           45
gradient coefficient g          3.0e-11 J m^3/C^2
plane spacing d                 0.26 nm
temperature, Tc                 300 K, 900 K
electrostriction Q              0.02 m^4/C^2
elastic modulus Y               250 GPa
WALL FROM THE FORMULAS
coefficient a                   1.283e+09 J m/C^2
coefficient b                   5.134e+09 J m^5/C^4
half-width xi                   0.2162 nm
width 2 xi                      0.4324 nm
P/Ps at x - x0 = xi             0.7616
wall energy sigma               46.250 mJ/m^2
wall energy sigma, converted    0.2887 eV/nm^2
RELAXED WALL
grid step                       0.010 nm
  largest deviation from tanh   1.21e-04 Ps
  energy                        46.24638 mJ/m^2
grid step                       0.005 nm
  largest deviation from tanh   3.02e-05 Ps
  energy                        46.24885 mJ/m^2
energy, step to zero            46.24967 mJ/m^2
end polarization (fine)         50.0000 uC/cm^2
half-width from slope (fine)    0.2162 nm
wall centre x0 (fine)           -0.0455 nm
gradient energy (fine)          23.1252 mJ/m^2
local energy (fine)             23.1236 mJ/m^2
best erf trial, energy excess   0.271 %
NEGLECTED EFFECTS
d/xi                            1.202
chain energy, midway            41.282 mJ/m^2
chain energy, on plane          45.464 mJ/m^2
pinning barrier                 4.182 mJ/m^2
pinning barrier / sigma         9.04 %
P/Ps at d/2: chain, tanh        0.6732, 0.5379
tricritical wall energy         39.561 mJ/m^2
tricritical change of sigma     -14.5 %
strain ratio r                  0.0390
strain change of sigma          +1.93 %
strain change of xi             -1.89 %
+100 K: change of sigma         -23.9 %
+100 K: change of xi            +9.5 %
charge stiffness B              1.255e+09 J/m^3
thermal wandering, rms          0.107 nm
thermal wandering / xi          0.50
```
